# Silicon's shear deformation potential from a stress-split donor line

## The problem

A silicon crystal contains shallow donors and is held at 10 K. In its infrared absorption spectrum, one line comes from the transition of the donor electron from its ground state, 1s(A₁), to the level 2p₀. The crystal is compressed along [001] by 100 MPa, with its side faces free. The line is then found as two components, 8.6 meV apart.

The stiffness constants, rounded, are $C_{11}=166$ GPa and $C_{12}=64$ GPa. Find the elastic compliances $S_{11}$ and $S_{12}$, and from them the shear deformation potential $\Xi_u$ of the conduction band. Then decide how the two components can be recognized among the other donor lines, and how far the result can be trusted.

Take $z$ along [001]. Tensile stress and extension are positive, so the applied stress is $\sigma_{zz}=\sigma=-100$ MPa. The separation of the two components is called $X$ and is counted positive.

Silicon has six equivalent conduction-band minima, or valleys, in pairs along $\pm x$, $\pm y$ and $\pm z$. Strain along $z$ makes the $z$ pair differ from the other four. A donor level built from one valley moves with that valley, and this is why the line splits.

## A first estimate by scaling

A deformation potential is an energy shift per unit strain. The simplest estimate therefore divides the splitting by the strain along the load,

$$\Xi_u\sim\frac{X}{|\varepsilon_{zz}|}.$$

For a bar with free sides, $\varepsilon_{zz}=S_{11}\sigma$, where $1/S_{11}$ is Young's modulus along [001]. The value found below is $S_{11}=7.67$ TPa⁻¹, so that

$$|\varepsilon_{zz}|=(7.67\times10^{-12}\ \mathrm{Pa^{-1}})(10^{8}\ \mathrm{Pa})=7.67\times10^{-4}.$$

The estimate is

$$\Xi_u\sim\frac{8.6\times10^{-3}\ \mathrm{eV}}{7.67\times10^{-4}}=11.2\ \mathrm{eV}.$$

This fixes the order of magnitude and the proportionality $X\propto|\sigma|$. It treats the $x$ and $y$ valleys as if they stayed in place. They do not, because the crystal also expands sideways.

## The solution in linear elasticity

### Strain and compliances

The load leaves $\varepsilon_{xx}=\varepsilon_{yy}$ and produces no shear strain in the cubic axes. Hooke's law for the loaded direction and for a free side face reads

$$\sigma=C_{11}\varepsilon_{zz}+2C_{12}\varepsilon_{xx},$$

$$0=C_{12}\varepsilon_{zz}+(C_{11}+C_{12})\varepsilon_{xx}.$$

The second equation gives the sideways strain,

$$\varepsilon_{xx}=-\frac{C_{12}}{C_{11}+C_{12}}\,\varepsilon_{zz}.$$

Put this into the first equation:

$$\sigma=\frac{C_{11}^2+C_{11}C_{12}-2C_{12}^2}{C_{11}+C_{12}}\,\varepsilon_{zz}
=\frac{(C_{11}-C_{12})(C_{11}+2C_{12})}{C_{11}+C_{12}}\,\varepsilon_{zz}.$$

The compliances are defined by $\varepsilon_{zz}=S_{11}\sigma$ and $\varepsilon_{xx}=S_{12}\sigma$. Hence

$$S_{11}=\frac{C_{11}+C_{12}}{(C_{11}-C_{12})(C_{11}+2C_{12})},\qquad
S_{12}=\frac{-C_{12}}{(C_{11}-C_{12})(C_{11}+2C_{12})}.$$

In their difference the numerator is $C_{11}+2C_{12}$, which cancels:

$$S_{11}-S_{12}=\frac{1}{C_{11}-C_{12}}.$$

With the given constants, $C_{11}-C_{12}=102$ GPa and $C_{11}+2C_{12}=294$ GPa. Therefore

$$S_{11}=\frac{230}{102\times294}\ \mathrm{GPa^{-1}}=7.670\ \mathrm{TPa^{-1}},$$

$$S_{12}=-\frac{64}{102\times294}\ \mathrm{GPa^{-1}}=-2.134\ \mathrm{TPa^{-1}}.$$

Their difference is $9.804$ TPa⁻¹. The crystal shortens by $7.670\times10^{-4}$ along the load and widens by $2.134\times10^{-4}$ across it.

### How a valley edge responds to strain

To first order, the edge of a $z$ valley shifts by a linear function of the strain, $\delta E=\sum_{ij}D_{ij}\varepsilon_{ij}$, with a symmetric tensor $D$. The valley lies on a fourfold axis, which restricts $D$. A half turn about $z$ reverses $x$ and $y$, so $D_{xz}=-D_{xz}=0$, and likewise $D_{yz}=0$. A quarter turn exchanges the roles of $x$ and $y$ with one change of sign, so $D_{xx}=D_{yy}$ and $D_{xy}=-D_{xy}=0$. Two constants remain:

$$\delta E_z=D_{xx}(\varepsilon_{xx}+\varepsilon_{yy})+D_{zz}\varepsilon_{zz}
=\Xi_d\,\mathrm{Tr}\,\varepsilon+\Xi_u\,\varepsilon_{zz},$$

where $\Xi_d=D_{xx}$ and $\Xi_u=D_{zz}-D_{xx}$. For an $x$ valley, $\varepsilon_{zz}$ in the last term is replaced by $\varepsilon_{xx}$. The constant $\Xi_u$ is called the shear deformation potential because it measures the response to a change of shape at constant volume.

The volume term is the same for all valleys and drops out of the difference:

$$\delta E_x-\delta E_z=\Xi_u(\varepsilon_{xx}-\varepsilon_{zz})
=\Xi_u(S_{12}-S_{11})\sigma=\Xi_u(S_{11}-S_{12})|\sigma|.$$

The last step uses $\sigma=-|\sigma|$. For positive $\Xi_u$, compression lowers the $z$ valleys relative to the other four. Tension of the same size gives the same separation in the opposite order.

### From valley edges to the donor line

In effective-mass theory a donor level of one valley is described by an envelope function $F$. For a $z$ valley, in Hartree atomic units and with masses in electron masses,

$$\left[-\frac{1}{2m_t}\left(\partial_x^2+\partial_y^2\right)-\frac{1}{2m_l}\partial_z^2-\frac{1}{\kappa r}\right]F=-B\,F.$$

Here $B$ is the binding energy below the valley's own edge, $m_t$ and $m_l$ are the transverse and longitudinal masses, and $\kappa$ is the relative permittivity. If strain leaves these three parameters unchanged, $B$ is the same in every valley, and the 2p₀ levels separate by as much as the edges do.

This needs 2p₀ states of different valleys to be nearly uncoupled. Coupling different valleys takes a large change of wavevector, which is supplied mainly by the rapidly varying potential close to the donor. The 2p₀ envelope is odd along its valley axis and vanishes at the donor, so the core acts on it weakly.

The ground state is different: its envelope is large at the core and it mixes all six valleys. It is, however, the common starting level of both transitions. If its energy is $E_g$, the photon energies are $E_{2p_0,z}-E_g$ and $E_{2p_0,x}-E_g$, and $E_g$ cancels from their difference. Thus

$$X=\Xi_u(S_{11}-S_{12})|\sigma|,\qquad
\Xi_u=\frac{X}{(S_{11}-S_{12})|\sigma|}.$$

The strain difference is $9.804\times10^{-4}$, and

$$\Xi_u=\frac{8.6\times10^{-3}\ \mathrm{eV}}{9.804\times10^{-4}}=8.77\ \mathrm{eV}\approx8.8\ \mathrm{eV}.$$

## Comparing the estimate with the solution

The two values differ by a factor that depends on elasticity alone:

$$\frac{\Xi_u^{\rm estimate}}{\Xi_u}=\frac{S_{11}-S_{12}}{S_{11}}=1+\nu,\qquad
\nu=-\frac{S_{12}}{S_{11}}=\frac{C_{12}}{C_{11}+C_{12}}.$$

Here $\nu$ is Poisson's ratio for this load. With $\nu=64/230=0.278$, the estimate is 28% above the solution. The sideways expansion raises the $x$ and $y$ valleys while the shortening lowers the $z$ valleys, apart from the common volume term. Both motions add to the splitting, so less deformation potential is needed to explain it.

The estimate becomes correct for $C_{12}=0$, when the sides do not move. A stable cubic crystal has $C_{12}<C_{11}$, which makes $\nu<1/2$; the estimate can therefore be too high by at most 50% of the solution.

A second case shows what the direction of the load does. For uniaxial stress along a unit vector $\mathbf n$, the stress tensor is $\sigma n_in_j$, and the normal strains are

$$\varepsilon_{ii}=\sigma\left[S_{11}n_i^2+S_{12}(1-n_i^2)\right]
=\sigma\left[S_{12}+(S_{11}-S_{12})n_i^2\right].$$

Valleys $i$ and $j$ are then separated by $\Xi_u(S_{11}-S_{12})|\sigma|\,|n_i^2-n_j^2|$. Along [110] the splitting is half that for [001], or 4.3 meV at the same stress. Along [111] all $n_i^2$ equal $1/3$, and to first order in strain the valleys do not split.

## Why one component is not enough

The shift of a single component from the unstressed line contains the motion of the ground state. A simple model shows its size. Let the core couple every pair of different valleys by $-\Delta$, and measure energies from the mean valley shift. Two $z$ valleys at $-2X/3$ and four others at $X/3$ have zero mean, as required.

The ground state has equal amplitudes within the $z$ pair and equal amplitudes within the other four valleys. Let $|Z\rangle$ and $|W\rangle$ be the normalized equal-amplitude states of the two groups. Each $z$ valley couples to one partner, and each of the other four to three partners. There are eight couplings between the groups, with amplitudes $1/\sqrt2$ and $1/2$. The matrix elements are

$$H_{ZZ}=-\frac{2X}{3}-\Delta,\qquad H_{WW}=\frac X3-3\Delta,\qquad H_{ZW}=-\frac{8\Delta}{2\sqrt2}=-2\sqrt2\,\Delta.$$

The mean of the diagonal elements is $-2\Delta-X/6$, and half of $H_{WW}-H_{ZZ}$ is $X/2-\Delta$. The lower eigenvalue is therefore

$$E_g=-2\Delta-\frac X6-R,\qquad R=\sqrt{\left(\frac X2-\Delta\right)^2+8\Delta^2}.$$

At $X=0$ this is $-5\Delta$, while the other five 1s levels lie at $+\Delta$. A gap of 12 meV, a rough value for a phosphorus-like donor, gives $\Delta=2$ meV.

Subtracting the change of $E_g$ from the shifts of the 2p₀ levels gives the shifts of the two lines:

$$\delta_{\rm lower}=-\frac{2X}{3}-(E_g+5\Delta)=-\frac X2-3\Delta+R,$$

$$\delta_{\rm upper}=\frac{X}{3}-(E_g+5\Delta)=\frac X2-3\Delta+R.$$

Their difference is $X$ at any stress within the model. For small $X$, $R\approx3\Delta-X/6$, and the shifts are $-2X/3$ and $+X/3$; the ground state has no linear shift. For $X\gg\Delta$, $R\approx X/2-\Delta$. The ground state then follows the $z$ valleys, the lower line tends to $-4\Delta$, and the upper line takes up the further change. The approach is slow: for $\Delta=2$ meV the lower shift is still only $-5.0$ meV at $X=11.5$ meV, where the upper level ceases to be bound (see below).

The example lies between these limits. With $X/2-\Delta=2.3$ meV, $R=\sqrt{2.3^2+32}=6.107$ meV. The ground state moves by $-1.54$ meV, and the lines by $-4.19$ and $+4.41$ meV. Reading the lower shift as $-2X/3$ would give too small a splitting.

## Finding the right pair of lines

The 1s envelope is even in each coordinate, whereas 2p₀ is odd along its valley axis. Light polarized along $z$ therefore excites 2p₀ in the $z$ valleys, the lower component. Light polarized along $x$ excites it in the $x$ valleys, the upper component.

The strengths depend on the weights of the valleys in the ground state. The weight of the $z$ pair is

$$w_z=\frac12\left(1+\frac{X/2-\Delta}{R}\right)=\frac12\left(1+\frac{2.3}{6.107}\right)=0.688.$$

The $x$ pair has half of the remainder, $0.156$. For equal envelopes in all valleys, the squared dipole matrix elements of the two components stand in the ratio 4.4. This value belongs to the 12 meV gap; for an arsenic-like gap near 22 meV it is about 2. Without stress both weights are $1/3$. As $X/\Delta$ grows under compression, the upper component fades.

Other donor levels also matter. The envelope equation was solved by diagonalization in a set of Gaussian functions, with the rough parameters $m_t=0.19$, $m_l=0.92$ and $\kappa=11.4$. The binding energies are 11.50 meV for 2p₀, 6.39 meV for 2p± and 3.12 meV for 3p±. The p± envelopes are odd across the valley axis, so light polarized perpendicular to the stress excites them in the $z$ valleys. Measured from the lower 2p₀ component, some of the calculated positions at 100 MPa are:

- 2p± of the $z$ valleys: $11.50-6.39=5.11$ meV;
- 3p± of the $z$ valleys: $11.50-3.12=8.38$ meV;
- 2p₀ of the $x$ and $y$ valleys: 8.60 meV, the measured separation;
- 2p± of the $x$ and $y$ valleys: $8.60+5.11=13.71$ meV. This is above the band edge of the $z$ valleys at 11.50 meV, so the level already overlaps their continuum and may be broadened.

Taking the first of these for the partner of the lower component would give $\Xi_u=5.2$ eV. The second lies so near the wanted line that position alone cannot identify it. The stress dependence can. Lines of the $z$ valleys keep their distance from the lower 2p₀ component, while the upper one moves away at $8.6/100=0.086$ meV/MPa. At 90 MPa it should stand at 7.74 meV, 0.64 meV below the 3p± line. The test should use light polarized perpendicular to the stress, which does not excite the p₀ lines of the $z$ valleys; one of these, 4p₀, also lies close by. Lowering the stress is then a clearer test than raising it, because further lines of the $z$ valleys, such as 4p± at 9.31 meV, lie above 3p±; at 110 MPa the upper component would stand only 0.15 meV from it.

There is also an upper limit to this simple picture. At 100 MPa the upper 2p₀ level lies $11.50-8.60=2.90$ meV below the lowest band edge. It reaches that edge when $X=11.5$ meV, near 134 MPa. Beyond this it overlaps the continuum of the $z$ valleys, and any coupling to that continuum can broaden it.

## How far the number can be trusted

Since $\Xi_u=X(C_{11}-C_{12})/|\sigma|$, relative errors carry over directly. A reading error of 0.05 meV changes the result by 0.05 eV. An error of 1% in the stress, or in the difference $C_{11}-C_{12}$, changes it by 0.09 eV. If these three errors are independent, they combine to about 0.13 eV, so two figures are justified.

The neglected effects can be sized for the same example:

- **Coupling of 2p₀ between valleys.** The densities of 2p₀ and 1s near the donor were compared with the weight $e^{-r^2/a^2}$, $a=0.2$ nm. Their ratio is $1.1\times10^{-3}$. Scaling $\Delta$ by it gives about 0.002 meV. The ratio grows as $a^2$, and the choice of $a$ is rough; $a=0.5$ nm would give 0.014 meV.
- **Change of mass with strain.** Normal strain along the cube axes mixes bands separated by energies of a few eV. Shear strain, absent for this load, couples a valley to a band only about 0.5 eV above it and changes the mass more. Taking $X/(4\ \mathrm{eV})=0.2\%$ as the scale of the change in $m_t$ alters the 2p₀ binding by 0.013 meV. This is an order of magnitude, not a calculated mass change.
- **Misalignment.** For a load tilted by $\theta$ from $z$ towards $x$, the separation between the $z$ valleys and the mean of the others is multiplied by $1-\frac32\sin^2\theta$. At 3° this removes 0.035 meV. The $x$ and $y$ valleys also separate by $X\sin^2\theta=0.024$ meV.
- **Temperature.** At 10 K the thermal energy is 0.86 meV, and the first excited 1s level of the model lies 7.8 meV above the ground state. In the model all excited 1s levels together hold about $10^{-4}$ of the electrons; a donor with a smaller gap, such as antimony, reaches about $10^{-3}$. Lines starting from them should be weak.

Each energy correction is below 1% of the splitting.

The parameters are rounded values typical of silicon, and the result is close to the roughly 9 eV usually assigned to its $\Xi_u$. The stiffness constants change by about a percent between room temperature and 10 K, which matters at the level of 0.1 eV. A larger error can come from the assumption of free sides. Silicon in a device is often held by surrounding material, and the ends of a test bar are held by friction. If sideways motion were blocked completely, $\varepsilon_{xx}$ would vanish and $|\varepsilon_{zz}|$ would be $|\sigma|/C_{11}$. The same $\Xi_u$ and load would then split the line by

$$X_{\rm clamped}=X\,\frac{C_{11}-C_{12}}{C_{11}}=8.6\times\frac{102}{166}=5.3\ \mathrm{meV}.$$

Using the free-side formula on that splitting would give a deformation potential 39% too low. The measurement should therefore probe the middle of a long bar, where the stress is close to uniaxial.
